\section*{Gradient, Hessian and normal modes of rigid molecules in angle-axis variables, part 2}

Molecules are held rigid in a potential $V$ that depends on the site positions alone. The first half derived the gradient and Hessian in rigid-body variables; this half seeks the vibration frequencies. The algebra is in atomic units; numbers are in eV and angstrom, angles in radians.

Each molecule has a reference point $\mathbf X$ and a rotation vector $\mathbf p$, along the rotation axis and with the angle $\theta=|\mathbf p|$ as its length. Site $i$, at the fixed position $\mathbf s_i$ in the body frame, lies at
\begin{equation}
\mathbf r_i=\mathbf X+\mathbf x_i,\qquad \mathbf x_i=R(\mathbf p)\,\mathbf s_i,\qquad R(\mathbf p)=e^{K},\quad K=[\mathbf p]_\times ,
\label{sites}
\end{equation}
where $[\mathbf p]_\times\mathbf v=\mathbf p\times\mathbf v$. The space-frame angular velocity is $\boldsymbol\omega=J\dot{\mathbf p}$, with $J=\int_0^1e^{uK}du$. On the axis $J$ acts as $1$; in the plane perpendicular to it, its eigenvalues are $e^{\pm i\theta/2}\sin(\theta/2)/(\theta/2)$. Hence
\begin{equation}
\det J=\left[\frac{\sin(\theta/2)}{\theta/2}\right]^2 .
\label{detJ}
\end{equation}
The vector $\mathbf p(1-2\pi/\theta)$ describes the same orientation as $\mathbf p$.

Let $\mathbf g_i=\partial V/\partial\mathbf r_i$ and $h_{ij}=\partial^2V/\partial\mathbf r_i\partial\mathbf r_j$. For each molecule, $\mathbf t=\sum_i\mathbf x_i\times\mathbf g_i$ is minus the torque about $\mathbf X$, and $W=\sum_i\mathbf x_i\mathbf g_i^T$ is symmetric when $\mathbf t=0$. The gradient is
\begin{equation}
\frac{\partial V}{\partial\mathbf X}=\sum_i\mathbf g_i,\qquad \frac{\partial V}{\partial\mathbf p}=J^T\mathbf t .
\label{gradient}
\end{equation}
The Hessian is $H=B^ThB+C$. The columns of $B$ are the site tangents $\partial\mathbf r_i/\partial\mathbf X=1$ and $\partial\mathbf r_i/\partial\mathbf p=-[\mathbf x_i]_\times J$. The site-force term $C$ lives only in the $pp$ block of each molecule:
\begin{equation}
C_{pp}=J^T(W-\operatorname{tr}W)J+D,\qquad D_{kl}=\mathbf t\cdot\partial_l\mathbf a_k ,
\label{C}
\end{equation}
where $\mathbf a_k$ is column $k$ of $J$ and $\partial_l=\partial/\partial p_l$.

At the non-stationary test point of the first half, the first molecule has $\mathbf p=(0.4,-0.3,1.1)$. The gradient and Hessian errors in the computed results come from finite-difference tests at four values of $\mathbf p$ for one molecule of the pair.

\section{The metric and the normal modes}

\textbf{Q:} Before frequencies, which results are carried over?

\textbf{A:} A molecule has reference point $\mathbf X$, rotation vector $\mathbf p$ of length $\theta$, and arms $\mathbf x_i=R\mathbf s_i$ with $R=e^K$, $K=[\mathbf p]_\times$. The matrix $J=\int_0^1e^{uK}du$ turns rates into angular velocity, $\boldsymbol\omega=J\dot{\mathbf p}$. With $\mathbf g_i$ the site gradients, $\mathbf t=\sum\mathbf x_i\times\mathbf g_i$ and $W=\sum\mathbf x_i\mathbf g_i^T$, the gradient is $(\sum\mathbf g_i,\;J^T\mathbf t)$. The Hessian is $H=B^ThB+C$, where $h$ is the site Hessian, $B$ holds the site tangents, and $C_{pp}=J^T(W-\operatorname{tr}W)J+D$ for each molecule. The matrix $D$ is linear in $\mathbf t$.

\textbf{Q:} Then I diagonalize $H$, with masses for the translations and moments of inertia for the rotations.

\textbf{A:} The kinetic energy decides what belongs there. Let site $i$ have mass $m_i$, possibly zero, and let $M=\sum m_i$. With $\dot{\mathbf r}_i=\dot{\mathbf X}+\boldsymbol\omega\times\mathbf x_i$,
\begin{equation}
T=\frac M2|\dot{\mathbf X}|^2+\dot{\mathbf X}\cdot\Bigl(\boldsymbol\omega\times\sum_im_i\mathbf x_i\Bigr)+\frac12\sum_im_i|\boldsymbol\omega\times\mathbf x_i|^2 .
\end{equation}
From here on $\mathbf X$ is the centre of mass, so $\sum m_i\mathbf s_i=0$ and the middle term vanishes; the gradient and the Hessian did not need this choice. The last term is $\frac12\boldsymbol\omega^TRI_bR^T\boldsymbol\omega$ with the constant body inertia $I_b=\sum m_i(|\mathbf s_i|^2-\mathbf s_i\mathbf s_i^T)$. Inserting $\boldsymbol\omega=J\dot{\mathbf p}$,
\begin{equation}
T=\frac M2|\dot{\mathbf X}|^2+\frac12\dot{\mathbf p}^TG_{pp}\dot{\mathbf p},\qquad G_{pp}=J^TRI_bR^TJ .
\label{metric}
\end{equation}
The full metric $G$ has the blocks $M\,1$ and $G_{pp}$ for each molecule. It can be shortened, because $R^TJ=\int_0^1e^{(u-1)K}du=\int_0^1e^{-vK}dv=J^T$, so
\begin{equation}
G_{pp}=J\,I_b\,J^T .
\label{short}
\end{equation}

\textbf{Q:} For a molecule with three equal moments of inertia, surely this is a constant.

\textbf{A:} No. With $I_b=I\,1$ it becomes $I\,JJ^T$. By the eigenvalues of $J$ found in the first half, this is $I$ along $\mathbf p$ and $I[\sin(\theta/2)/(\theta/2)]^2$ across it. Equal moments of inertia therefore do not make the metric constant. For any shape, $\det G_{pp}=\det I_b\,(\det J)^2$, that is
\begin{equation}
\det G_{pp}=\det I_b\left[\frac{\sin(\theta/2)}{\theta/2}\right]^4 .
\label{detG}
\end{equation}
The metric becomes singular at $\theta=2\pi$, where the coordinates fail. It is singular at every $\theta$ if all massive sites lie on one line, since $I_b$ then has a zero eigenvalue. I exclude linear molecules for that reason.

\textbf{Q:} If $G$ depends on position, the equations of motion contain its derivatives. Why should a plain eigenvalue problem survive?

\textbf{A:} Collect all variables in $q$. Lagrange's equations for $T=\frac12\dot q^TG(q)\dot q$ are
\begin{equation}
\sum_bG_{ab}\ddot q_b+\sum_{bc}\Bigl(\frac{\partial G_{ab}}{\partial q_c}-\frac12\frac{\partial G_{bc}}{\partial q_a}\Bigr)\dot q_b\dot q_c+\frac{\partial V}{\partial q_a}=0 .
\end{equation}
Put $q=q_0+u$ with $q_0$ stationary and $u$ small. The middle term is quadratic in $\dot u$. The change of $G$ with $u$ multiplies $\ddot u$, which is again of second order. The gradient is $Hu$ to first order, since it vanishes at $q_0$. What remains is $G(q_0)\ddot u+Hu=0$, and for $u\propto e^{-i\omega t}$
\begin{equation}
Hu=\omega^2G(q_0)\,u .
\label{modes}
\end{equation}
So $G$ varies with position, but a harmonic calculation needs its value at one point, the stationary one.

\textbf{Q:} The numbers in $H$ and $G$ still depend on $\mathbf p$, hence on how I happen to orient the whole system. Frequencies must not.

\textbf{A:} They do not, because $J$ cancels. At the stationary point $J^T\mathbf t=0$ with $J$ invertible, so $\mathbf t=0$ and $D=0$. Every rotational column of $B$ then carries a factor $J$ on the right, and so does $C$, with $J^T$ on the left. Let $L$ be block diagonal with blocks $1$ and $J$ for each molecule. Then
\begin{equation}
H=L^T\mathcal HL,\qquad G=L^T\mathcal ML,
\label{cancel}
\end{equation}
where $\mathcal H$ is built with $J$ replaced by $1$, and $\mathcal M$ has the blocks $M\,1$ and $RI_bR^T$. With $w=Lu$, which lists displacements and small space-frame rotations, \eqref{modes} becomes $\mathcal Hw=\omega^2\mathcal Mw$. This contains the arms, the site derivatives and the masses, but no rotation vector. For an isolated system, turning everything by a rotation $Q$ conjugates each $3\times3$ block of $\mathcal H$ and $\mathcal M$ with $Q$, which leaves the eigenvalues unchanged.

\textbf{Q:} May I use \eqref{modes} along an optimization path, before the minimum is reached?

\textbf{A:} The eigenvalues can be computed there, but they are not normal-mode frequencies. Under a change of coordinates $q=q(y)$ with $A=\partial q/\partial y$, the metric becomes $A^TGA$, whereas the Hessian becomes
\begin{equation}
A^THA+\sum_c\frac{\partial V}{\partial q_c}\,\frac{\partial^2q_c}{\partial y\,\partial y}.
\end{equation}
The extra term vanishes when the gradient does. At the non-stationary test point of the first half, the first molecule has $\mathbf X=0$ and the $\mathbf p$ given there, and the second has $\mathbf X=(4.0,0.5,-0.4)$ angstrom and $\mathbf p=(-0.7,0.9,0.2)$. Replacing $\mathbf p$ of the first molecule by $\mathbf p(1-2\pi/\theta)$ leaves every site in place. Yet the highest root, expressed as $\hbar\omega$, moves from $0.01306$ to $0.01245$ eV, and the lowest, which is imaginary, from $0.0186i$ to $0.0206i$ eV.

\textbf{Q:} I would like to see a case from start to finish.

\textbf{A:} Take two identical planar molecules with sites A, B and C. The masses are $10$, $2$ and $1$ u, the charges $-0.6$, $0.3$ and $0.3$ $e$. These are round model values and stand for no real substance. Before centring, the sites are at $(0,0,0)$, $(1,0,0)$ and $(-0.2,0.9,0)$ angstrom. Sites of different molecules interact through
\begin{equation}
v_{ab}(r)=\varepsilon\left(\frac{\rho_a+\rho_b}{r}\right)^{12}+\frac{q_aq_b}{r},
\end{equation}
with $\varepsilon=0.05$ eV, $\rho_A=1.5$ and $\rho_B=\rho_C=0.7$ angstrom.

The centre of mass is at $(1.8/13,\,0.9/13)=(0.138,0.069)$ angstrom. The inertia about it follows from sums over the uncentred sites minus the centre-of-mass part. In u\,angstrom$^2$,
\begin{align}
I_{xx}&=1(0.9)^2-\frac{0.9^2}{13}=0.748,\nonumber\\
I_{yy}&=2(1)^2+1(0.2)^2-\frac{1.8^2}{13}=1.791,\nonumber\\
I_{xy}&=-1(-0.2)(0.9)+\frac{1.8\times0.9}{13}=0.305,
\end{align}
and $I_{zz}=I_{xx}+I_{yy}=2.538$ (added before rounding), because the molecule is planar.

\textbf{Q:} What does the minimum look like, and does the frame really carry forces there?

\textbf{A:} With the first molecule at $\mathbf X=0$, $\mathbf p=0$, a minimum lies at $\mathbf X_2=(3.253,1.019,0.111)$ angstrom and $\mathbf p_2=(-1.297,-0.803,-0.586)$. Its energy is $-0.0743$ eV relative to separated molecules. The forces on the first molecule, in eV/angstrom, are
\begin{align}
\mathbf f_A&=(-0.16285,-0.05970,0),\nonumber\\
\mathbf f_B&=(0.09673,0.05954,0),\nonumber\\
\mathbf f_C&=(0.06612,0.00016,0).
\end{align}
They add up to zero. The torque about A is $1\times0.05954$ from B and $-0.2\times0.00016-0.9\times0.06612=-0.05954$ from C, in eV, so it vanishes too.

\textbf{Q:} The second molecule is tilted and lies out of the plane. Why do these forces have no $z$ component?

\textbf{A:} Equilibrium requires it. The $z$ components must satisfy $\sum f_z=0$, $\sum xf_z=0$ and $\sum yf_z=0$. For three sites that are not on one line, these three independent equations have the single solution $f_z=0$ on every site. The in-plane forces are under no such compulsion, and they give $W$. Since $\mathbf g=-\mathbf f$ and the forces sum to zero, the uncentred positions may serve as arms, and A drops out:
\begin{equation}
W=-\begin{pmatrix}0.08351&0.05951&0\\0.05951&0.00014&0\\0&0&0\end{pmatrix},\qquad
C_{pp}=\begin{pmatrix}0.00014&-0.05951&0\\-0.05951&0.08351&0\\0&0&0.08365\end{pmatrix}
\end{equation}
in eV, per square radian for $C_{pp}$. The entries are computed from the rounded forces, so their last digit may be off by one. For example, the $xx$ element of $W$ is $-(1\times0.09673-0.2\times0.06612)=-0.08351$. The trace is $-0.08365$, and subtracting it from the diagonal gives $C_{pp}$.

\textbf{Q:} And the frequencies?

\textbf{A:} The pair has twelve rigid-body variables. Six roots of \eqref{modes} are zero, and the other six are positive:
\begin{equation}
\hbar\omega=0.00538,\;0.00772,\;0.00855,\;0.01454,\;0.01873,\;0.02580\ \text{eV},
\end{equation}
or $43.4$, $62.3$, $68.9$, $117.3$, $151.0$ and $208.1$ cm$^{-1}$. Half their sum is $0.040$ eV, more than half of the binding energy. A quantum treatment would therefore need to examine anharmonicity; these values describe the curvature at the minimum.

\textbf{Q:} Why six zeros, and what would happen to them without $C$?

\textbf{A:} Moving the stationary pair as a whole produces other stationary configurations. Differentiating $\partial V/\partial q=0$ along such a motion gives $Hu=0$. There are three translations and three rotations.

Now follow a rotation by a small $\boldsymbol\omega$ through the projected term, in the variables of $\mathcal H$. The site gradients turn with the pair, so $\sum_jh_{ij}(\boldsymbol\omega\times\mathbf r_j)=\boldsymbol\omega\times\mathbf g_i$. Summed over one molecule this gives no net force, since $\sum\mathbf g_i=0$. Its moment, however, is
\begin{equation}
\sum_i\mathbf x_i\times(\boldsymbol\omega\times\mathbf g_i)=\sum_i\bigl[\boldsymbol\omega(\mathbf x_i\cdot\mathbf g_i)-\mathbf g_i(\mathbf x_i\cdot\boldsymbol\omega)\bigr]=(\operatorname{tr}W-W)\,\boldsymbol\omega,
\end{equation}
where $W^T=W$ because $\mathbf t=0$. The force term contributes $(W-\operatorname{tr}W)\boldsymbol\omega$ and cancels it. Without $C$ the cancellation is lost. For this pair the number of zero modes then falls from six to three, and five of the nine remaining roots are imaginary, the largest being $0.0125i$ eV. A true minimum would be reported as unstable.

\textbf{Q:} How large is the error if I keep $C$ but use $I_b$ in place of $G_{pp}$?

\textbf{A:} It depends on the orientation of the whole pair, which already shows that the result is not physical. In the orientation above, the first molecule has $\mathbf p=0$ and its metric is $I_b$; the error comes from the second alone. Then turn the pair so that $\mathbf p_1=(0.5,-1.0,1.5)$.
\begin{center}
\begin{tabular}{ccc}
correct & $I_b$, first & $I_b$, turned\\
\hline
0.00538 & 0.00544 & 0.00372\\
0.00772 & 0.00711 & 0.00705\\
0.00855 & 0.00872 & 0.00947\\
0.01454 & 0.01304 & 0.01434\\
0.01873 & 0.01633 & 0.01677\\
0.02580 & 0.02659 & 0.03123
\end{tabular}
\end{center}
All entries are $\hbar\omega$ in eV. Relative to the correct values, the lowest is off by $+1\%$ in the first orientation and by $-31\%$ in the turned one; the highest by $+3\%$ and $+21\%$. With the metric \eqref{metric} the turned pair gives the first column again. So does replacing $\mathbf p_1$ by $\mathbf p_1(1-2\pi/\theta_1)$, and so does the form with $\mathcal H$ and $\mathcal M$.

\textbf{Q:} Can the metric of the turned molecule be checked by hand?

\textbf{A:} In one direction, yes. Since $J^T\mathbf p=\mathbf p$, equation \eqref{short} requires $\mathbf p^TG_{pp}\mathbf p=\mathbf p^TI_b\mathbf p$. The computed metric, in u\,angstrom$^2$, is
\begin{equation}
G_{pp}=\begin{pmatrix}0.8933&-0.2486&-0.4289\\-0.2486&1.5218&-0.5929\\-0.4289&-0.5929&1.8914\end{pmatrix}.
\end{equation}
Both quadratic forms give $7.385$ u\,angstrom$^2$. Across the axis the two matrices differ: here $\theta^2=3.5$, and \eqref{detG} gives $\det G_{pp}/\det I_b=0.548$, as do numerically differentiated site positions.

\textbf{Q:} All this compares rigid-body formulas with one another. Is there evidence from outside?

\textbf{A:} Give up rigidity. Join the three sites of each molecule by harmonic bonds of force constant $k$, relax all eighteen Cartesian coordinates, and diagonalize the ordinary mass-weighted Hessian. No rotation vector, $J$ or $C$ appears. As $k$ grows, a bond stretches by an amount of order $1/k$, but its tension stays finite and balances the site forces. That tension supplies the stiffness which $C$ supplies in the rigid description.

The six soft values of $\omega^2$ should approach the rigid ones as $\omega^2(k)=\omega^2_\infty+\text{const}/k$. From $k=10^5$ to $10^6$ eV/angstrom$^2$ the norm of their deviation falls by a factor $9.98$, which is ten to within the rounding error of the computed eigenvalues. Eliminating the $1/k$ term gives
\begin{equation}
\omega^2_\infty\approx\frac{10\,\omega^2(10k)-\omega^2(k)}{9},
\end{equation}
and the resulting six quanta agree with the rigid-body values to all digits quoted here. The numerical output lists both sets.

\textbf{Q:} So when may I not use the rigid frequencies?

\textbf{A:} When the internal vibrations of the molecules are not much stiffer than the motions between them, because the terms in $1/k$ then matter; and when the amplitudes are too large for the harmonic expansion. Neither limit is a matter of coordinates, and neither is repaired by the metric. The force constants used above were chosen to reach the rigid limit and lie far above those of chemical bonds, which are some tens of eV/angstrom$^2$. For the model pair, the six soft quanta differ from the rigid values by up to $1.3\%$ at $k=40$ eV/angstrom$^2$ and by up to $5.5\%$ at $k=10$ eV/angstrom$^2$.

\section*{Computed results}
\begin{verbatim}
site masses A B C [u]: 10.0 2.0 1.0
site charges A B C [e]: -0.6 0.3 0.3
site radii A B C [angstrom]: 1.5 0.7 0.7
repulsion strength [eV]: 0.05
site A before centring [angstrom]: 0.0 0.0 0.0
site B before centring [angstrom]: 1.0 0.0 0.0
site C before centring [angstrom]: -0.2 0.9 0.0
body inertia row [u angstrom^2]: 0.7477 0.3046 0.0000
body inertia row [u angstrom^2]: 0.3046 1.7908 0.0000
body inertia row [u angstrom^2]: 0.0000 0.0000 2.5385
test point X1 p1 X2 p2 [angstrom, rad]: 0.0 0.0 0.0 0.4 -0.3 1.1 4.0 0.5 -0.4 -0.7 0.9 0.2
test point t of molecule 1 [eV/rad]: -0.031788 -0.005843 0.017240
test point dV/dp of molecule 1 [eV/rad]: -0.024657 0.013613 0.019953
largest scaled gradient error [1]: 1.5e-10
largest scaled Hessian error [1]: 8.0e-10
kinetic energy sites, metric [u angstrom^2/time^2]: 45.855736 45.855736
minimum energy [eV]: -0.074261
minimum X2 (X1=0, p1=0) [angstrom]: 3.25332 1.01921 0.11060
minimum p2 [rad]: -1.29738 -0.80272 -0.58592
minimum force on site A of molecule 1 [eV/angstrom]: -0.16285 -0.05970 -0.00000
minimum force on site B of molecule 1 [eV/angstrom]: 0.09673 0.05954 0.00000
minimum force on site C of molecule 1 [eV/angstrom]: 0.06612 0.00016 -0.00000
largest rigid gradient at minimum [eV/angstrom or eV/rad]: 3.2e-16
turned pair p1 [rad]: 0.50 -1.00 1.50
turned pair p2 [rad]: 0.34922 -1.95501 -0.09401
turned pair metric G_pp row, molecule 1 [u angstrom^2]: 0.8933 -0.2486 -0.4289
turned pair metric G_pp row, molecule 1 [u angstrom^2]: -0.2486 1.5218 -0.5929
turned pair metric G_pp row, molecule 1 [u angstrom^2]: -0.4289 -0.5929 1.8914
det G_pp / det I_body, turned p1 [1]: 0.548066
det G_pp / det I_body at theta = 2 pi [1]: 0.0e+00
zero modes with full Hessian, without site-force term [count]: 6 3
hbar omega, correct [eV]: 0.005380 0.007723 0.008547 0.014539 0.018726 0.025798
same, converted [cm^-1]: 43.39 62.29 68.93 117.26 151.03 208.07
hbar omega, correct, turned pair [eV]: 0.005380 0.007723 0.008547 0.014539 0.018726 0.025798
hbar omega, correct, other chart [eV]: 0.005380 0.007723 0.008547 0.014539 0.018726 0.025798
hbar omega, constant metric, first orientation [eV]: 0.005441 0.007107 0.008718 0.013040 0.016334 0.026587
hbar omega, constant metric, turned pair [eV]: 0.003717 0.007049 0.009468 0.014343 0.016765 0.031227
hbar omega, no site-force term (minus = imaginary) [eV]: -0.012501 -0.011048 -0.007125 -0.004312 -0.004215 0.009413 0.011523 0.015210 0.018046
stiff-bond force constants [eV/angstrom^2]: 100000 1000000
deviation ratio for tenfold stiffness [1]: 9.982
hbar omega, flexible, extrapolated [eV]: 0.005380 0.007723 0.008547 0.014539 0.018726 0.025798
off-stationary lowest root, two charts (minus = imaginary) [eV]: -0.018629 -0.020620
off-stationary highest root, two charts [eV]: 0.013062 0.012450
\end{verbatim}
